\section*{The Klein–Nishina Formula from the Four Compton Traces}

\section{From the amplitude to the first trace}

\textbf{Q.} An electron and a photon go in, and an electron and a photon come out. Four momenta have six mutual scalar products. Why should two of them be enough to express the answer?

\textbf{A.} Conservation and the mass shell remove the other four. Let the electron momenta be $p$ before and $p'$ after, and the photon momenta $k$ before and $k'$ after. I use $\hbar=c=1$ and the metric $(+,-,-,-)$, so that
\begin{equation}
p+k=p'+k', \qquad p^2=p'^2=m^2, \qquad k^2=k'^2=0 .
\end{equation}
The two products I keep are
\begin{equation}
a=p\cdot k, \qquad b=p\cdot k' .
\end{equation}
Square $p'=p+k-k'$. The left side is $m^2$, and the right side is $m^2+2a-2b-2k\cdot k'$. Hence
\begin{equation}
k\cdot k'=a-b .
\label{eq:kk}
\end{equation}
Now multiply the same expression for $p'$ by $k$, by $k'$ and by $p$ in turn:
\begin{align}
p'\cdot k &= a-k\cdot k' = b, \\
p'\cdot k' &= b+k\cdot k' = a, \\
p'\cdot p &= m^2+a-b .
\end{align}
All six products are now known in terms of $a$, $b$ and $m$. Two variables are also what the physics requires, since the collision is specified by an incoming energy and a scattering angle.

\textbf{Q.} Could $a$ or $b$ vanish? I expect to see them in denominators.

\textbf{A.} Not for a massive electron and photons of nonzero energy. In the frame where the initial electron is at rest, $a$ and $b$ are $m$ times the two photon energies, so both are positive, and being invariant they are positive in every frame.

\textbf{Q.} Then write the amplitude, and say where the relative sign of the diagrams comes from.

\textbf{A.} To lowest order in the charge there are two ways to attach one absorbed and one emitted photon to the electron line. The electron may absorb $k$ first, and it then carries the momentum $P$ between the vertices. Or it may emit $k'$ first, and it then carries $Q$:
\begin{equation}
P=p+k=p'+k', \qquad Q=p-k'=p'-k .
\end{equation}
Write $\not{A}=\gamma^\mu A_\mu$. The propagator of momentum $P$ is $i(\not{P}+m)/(P^2-m^2)$, and likewise for $Q$. The denominators follow from the squares:
\begin{align}
P^2-m^2 &= 2p\cdot k = 2a, \\
Q^2-m^2 &= -2p\cdot k' = -2b .
\end{align}
The two vertices contribute the same factor $(ie)^2$ in both diagrams. The diagrams differ by the order in which two photons, which are bosons, are attached to a single electron line, so they are added with no extra sign. The minus sign below comes from the second denominator alone. Up to an overall phase,
\begin{equation}
\mathcal M=e^2\,\epsilon'^{*}_\mu\epsilon_\nu\,
\bar u(p')\left[\frac{S^{\mu\nu}}{2a}-\frac{U^{\mu\nu}}{2b}\right]u(p),
\label{eq:amp}
\end{equation}
with
\begin{align}
S^{\mu\nu} &= \gamma^\mu(\not{P}+m)\gamma^\nu, \\
U^{\mu\nu} &= \gamma^\nu(\not{Q}+m)\gamma^\mu .
\end{align}
The index $\nu$ belongs to the incoming photon and $\mu$ to the outgoing one. The spinors obey $\not{p}\,u(p)=m\,u(p)$ and $\bar uu=2m$, and $e^2=4\pi\alpha$. The electron is taken as free, and terms of higher order in $\alpha$ are dropped.

\textbf{Q.} You will want to replace the sum over photon polarizations by $-g_{\mu\nu}$. But a photon has two polarizations, and $-g_{\mu\nu}$ contains four terms, one of them with the wrong sign. Why is that allowed?

\textbf{A.} The two extra terms cancel each other, provided that the amplitude vanishes when a polarization vector is replaced by its photon momentum. This has to be shown. Start with $\epsilon_\nu\to k_\nu$ in the first diagram. Since $k=P-p$ and $\not{p}u=mu$,
\begin{align}
\bar u(p')\frac{S^{\mu\nu}k_\nu}{2a}u(p)
&=\bar u(p')\gamma^\mu\frac{(\not{P}+m)(\not{P}-m)}{2a}u(p) \nonumber\\
&=\bar u(p')\gamma^\mu\frac{P^2-m^2}{2a}u(p) \nonumber\\
&=\bar u(p')\gamma^\mu u(p) .
\end{align}
In the second diagram $\not{k}$ stands next to $\bar u(p')$. Use $k=p'-Q$ and $\bar u(p')\not{p}'=m\bar u(p')$:
\begin{align}
-\bar u(p')\frac{U^{\mu\nu}k_\nu}{2b}u(p)
&=-\bar u(p')\frac{(m-\not{Q})(\not{Q}+m)}{2b}\gamma^\mu u(p) \nonumber\\
&=-\bar u(p')\frac{m^2-Q^2}{2b}\gamma^\mu u(p) \nonumber\\
&=-\bar u(p')\gamma^\mu u(p) .
\end{align}
The sum is zero for every value of $\mu$.

\textbf{Q.} And for the outgoing photon?

\textbf{A.} The same two steps work with the ends of the line exchanged. In the first diagram $\not{k}'$ stands next to $\bar u(p')$, and $k'=P-p'$ gives $\bar u(p')\not{k}'=\bar u(p')(\not{P}-m)$. Multiplication by $(\not{P}+m)$ produces $2a$, which leaves $\bar u(p')\gamma^\nu u(p)$. In the second diagram $\not{k}'$ stands next to $u(p)$, and $k'=p-Q$ gives $\not{k}'u(p)=(m-\not{Q})u(p)$. Multiplication by $(\not{Q}+m)$ produces $2b$, and the minus sign in the amplitude leaves $-\bar u(p')\gamma^\nu u(p)$. Again the sum vanishes, for every $\nu$.

\textbf{Q.} Now show that this removes the unwanted polarizations.

\textbf{A.} Let the incoming photon move along the third axis with energy $\omega$, so that $k^\nu=(\omega,0,0,\omega)$. Write the amplitude as $\epsilon_\nu\mathcal M^\nu$, with everything belonging to the outgoing photon held fixed. The condition just proved reads
\begin{equation}
0=k_\nu\mathcal M^\nu=\omega(\mathcal M^0-\mathcal M^3),
\end{equation}
so $\mathcal M^0=\mathcal M^3$. The sum over the two transverse polarizations is therefore
\begin{align}
|\mathcal M^1|^2+|\mathcal M^2|^2
&=|\mathcal M^1|^2+|\mathcal M^2|^2+|\mathcal M^3|^2-|\mathcal M^0|^2 \nonumber\\
&=-g_{\nu\sigma}\mathcal M^\nu\mathcal M^{\sigma *} .
\end{align}
The outgoing photon is then treated in the same way. This second step needs $k'_\mu\mathcal M^{\mu\nu}=0$ for all four values of $\nu$, including the unphysical ones that the first replacement has introduced, and that is what we found.

\textbf{Q.} Does the replacement hold for one diagram taken alone?

\textbf{A.} The proof does not cover that case. Each diagram by itself gives $\pm\bar u(p')\gamma^\mu u(p)$ when contracted with $k_\nu$, and this is not zero in general. The cancellation expresses current conservation, and it needs both orders of absorption and emission. The separate traces below are therefore parts of a calculation. Their sum has a physical meaning.

\textbf{Q.} How do spinors turn into traces, and why four?

\textbf{A.} The sum over the two spin states is
\begin{equation}
\sum_{\rm spins}u(p)\bar u(p)=\not{p}+m .
\end{equation}
In the rest frame the right side is $m(\gamma^0+1)$, which is $2m$ times the projector on the two positive-energy spinors, in agreement with $\bar uu=2m$. Covariance carries the statement to other frames. For a matrix $\Gamma$ between the spinors,
\begin{equation}
\left[\bar u(p')\Gamma u(p)\right]^*=\bar u(p)\bar\Gamma u(p'),
\qquad \bar\Gamma=\gamma^0\Gamma^\dagger\gamma^0 .
\end{equation}
Since $\gamma^0\gamma^{\mu\dagger}\gamma^0=\gamma^\mu$, the bar reverses the order of a product of gamma matrices. Thus a product of two amplitudes, summed over spins, becomes
\begin{equation}
\sum_{\rm spins}(\bar u'\Gamma_1u)(\bar u'\Gamma_2u)^*
={\rm Tr}\left[(\not{p}'+m)\Gamma_1(\not{p}+m)\bar\Gamma_2\right].
\end{equation}
With two diagrams in the amplitude and two in its conjugate there are four traces:
\begin{align}
T_{ss}&={\rm Tr}[(\not{p}'+m)\gamma^\mu(\not{P}+m)\gamma^\nu
(\not{p}+m)\gamma_\nu(\not{P}+m)\gamma_\mu], \\
T_{su}&={\rm Tr}[(\not{p}'+m)\gamma^\mu(\not{P}+m)\gamma^\nu
(\not{p}+m)\gamma_\mu(\not{Q}+m)\gamma_\nu], \\
T_{us}&={\rm Tr}[(\not{p}'+m)\gamma^\nu(\not{Q}+m)\gamma^\mu
(\not{p}+m)\gamma_\nu(\not{P}+m)\gamma_\mu], \\
T_{uu}&={\rm Tr}[(\not{p}'+m)\gamma^\nu(\not{Q}+m)\gamma^\mu
(\not{p}+m)\gamma_\mu(\not{Q}+m)\gamma_\nu].
\end{align}
The two minus signs from the two polarization sums multiply to $+1$. The initial state has two electron spins and two photon polarizations, and averaging over them gives a factor $1/4$. Therefore
\begin{equation}
\frac14\sum|\mathcal M|^2=\frac{e^4}{4}
\left[\frac{T_{ss}}{4a^2}-\frac{T_{su}+T_{us}}{4ab}+\frac{T_{uu}}{4b^2}\right].
\label{eq:four}
\end{equation}

\textbf{Q.} These traces contain up to eight gamma matrices. A general eight-matrix trace has more than a hundred terms.

\textbf{A.} Repeated indices shorten the products before any trace is taken. All the rules follow from $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}$, which gives $\gamma^\mu\gamma_\mu=4$ and $\gamma^\mu\not{A}=2A^\mu-\not{A}\gamma^\mu$. Moving $\gamma^\mu$ past one slashed vector at a time,
\begin{align}
\gamma^\mu\not{A}\gamma_\mu&=2\not{A}-4\not{A}=-2\not{A}, \label{eq:c1}\\
\gamma^\mu\not{A}\not{B}\gamma_\mu
&=2\not{B}\not{A}+2\not{A}\not{B}=4A\cdot B, \label{eq:c2}\\
\gamma^\mu\not{A}\not{B}\not{C}\gamma_\mu
&=2\not{B}\not{C}\not{A}-4(B\cdot C)\not{A} \nonumber\\
&=2\not{B}\not{C}\not{A}-2(\not{B}\not{C}+\not{C}\not{B})\not{A}
=-2\not{C}\not{B}\not{A}. \label{eq:c3}
\end{align}
After these contractions the traces needed are ${\rm Tr}\,1=4$ and ${\rm Tr}\,\not{A}\not{B}=4A\cdot B$. A trace of an odd number of gamma matrices vanishes. To see this, insert $\gamma_5^2=1$ and move one $\gamma_5$ through the whole product. It anticommutes with every factor, so the trace equals minus itself.

\textbf{Q.} Then do $T_{ss}$, and keep the mass.

\textbf{A.} Around the initial electron, rule \eqref{eq:c1} gives $\gamma^\nu(\not{p}+m)\gamma_\nu=4m-2\not{p}$. The trace is cyclic, so the last factor $\gamma_\mu$ can be moved to the front, where it gives $\gamma_\mu(\not{p}'+m)\gamma^\mu=4m-2\not{p}'$. Taking a factor 2 out of each bracket,
\begin{equation}
T_{ss}=4\,{\rm Tr}[(2m-\not{p}')X], \qquad
X=(\not{P}+m)(2m-\not{p})(\not{P}+m).
\end{equation}
The part of $X$ with $2m$ in the middle is
\begin{equation}
2m(\not{P}+m)^2=2m(P^2+m^2)+4m^2\not{P}.
\end{equation}
For the part with $\not{p}$ in the middle use $\not{P}\not{p}\not{P}=2(P\cdot p)\not{P}-P^2\not{p}$:
\begin{equation}
(\not{P}+m)\not{p}(\not{P}+m)
=2(P\cdot p)\not{P}-P^2\not{p}+2m\,P\cdot p+m^2\not{p}.
\end{equation}
Subtracting the second from the first gives $X=X_0+\not{V}$, with
\begin{align}
X_0&=2m(P^2+m^2-P\cdot p), \\
V&=(4m^2-2P\cdot p)P+(P^2-m^2)p .
\end{align}
Now insert $P^2=m^2+2a$ and $P\cdot p=m^2+a$:
\begin{equation}
X_0=2m(m^2+a), \qquad V=2(m^2-a)P+2a\,p .
\end{equation}
The trace with $2m-\not{p}'$ is $8mX_0-4p'\cdot V$. For the second term we need $p'\cdot P=p'\cdot(p'+k')=m^2+a$ and $p'\cdot p=m^2+a-b$:
\begin{align}
p'\cdot V&=2(m^2-a)(m^2+a)+2a(m^2+a-b) \nonumber\\
&=2m^4-2a^2+2m^2a+2a^2-2ab \nonumber\\
&=2m^4+2m^2a-2ab .
\end{align}
Hence
\begin{align}
T_{ss}&=4\left[16m^2(m^2+a)-8m^4-8m^2a+8ab\right] \nonumber\\
&=32(m^4+m^2a+ab).
\label{eq:Tss}
\end{align}
The terms in $a^2$ have cancelled. At large $a$ this trace therefore does not grow as $a^2$ at fixed $b$, even though its denominator in \eqref{eq:four} is $4a^2$.

\section{The remaining traces and the cross section}

\textbf{Q.} Before going on, collect what you are carrying over.

\textbf{A.} The momenta satisfy $p+k=p'+k'$, with $a=p\cdot k$, $b=p\cdot k'$ and $k\cdot k'=a-b$. The intermediate momenta are $P=p+k$ and $Q=p-k'$. The traces $T_{ss}$, $T_{su}$, $T_{us}$ and $T_{uu}$ pair the absorption-first diagram ($s$) and the emission-first diagram ($u$) with each other's conjugates. The averaged square is \eqref{eq:four}, and the first trace is $T_{ss}=32(m^4+m^2a+ab)$. The products needed from here on are
\begin{align}
P\cdot p&=P\cdot p'=m^2+a, & Q\cdot p&=Q\cdot p'=m^2-b, \nonumber\\
p\cdot p'&=m^2+a-b, & P\cdot Q&=m^2 .
\label{eq:products}
\end{align}
The last one is new. It follows from $(p+k)\cdot(p-k')=m^2-b+a-k\cdot k'$ and $k\cdot k'=a-b$.

\textbf{Q.} For $T_{uu}$ I suppose you will exchange $k$ with $-k'$. A photon of negative energy is not a scattering state. Why trust the result?

\textbf{A.} The exchange is used here as algebra, and no such state has to exist. Apart from the names of the summed indices, $T_{uu}$ is $T_{ss}$ with $P$ replaced by $Q$. The evaluation of $T_{ss}$ used four facts: $P^2=m^2+2a$, $P\cdot p=m^2+a$, $P\cdot p'=m^2+a$ and $p\cdot p'=m^2+a-b$. Replace $a$ by $-b$ and $b$ by $-a$ in them. The first three become $m^2-2b$, $m^2-b$ and $m^2-b$, which are the true values of $Q^2$, $Q\cdot p$ and $Q\cdot p'$. The fourth is unchanged, as it must be. Every line of the earlier evaluation therefore holds after the substitution, and
\begin{equation}
T_{uu}=32(m^4-m^2b+ab).
\label{eq:Tuu}
\end{equation}

\textbf{Q.} The interference trace has its indices interlaced, so the same shortcut cannot work.

\textbf{A.} It does not, but the contraction rules still apply one index at a time. Between $\gamma^\mu$ and $\gamma_\mu$ in $T_{su}$ stands
\begin{equation}
(\not{P}+m)\gamma^\nu(\not{p}+m)
=\not{P}\gamma^\nu\not{p}+m(\not{P}\gamma^\nu+\gamma^\nu\not{p})+m^2\gamma^\nu .
\end{equation}
Rules \eqref{eq:c3}, \eqref{eq:c2} and \eqref{eq:c1}, applied to the three groups in turn, give
\begin{equation}
-2\not{p}\gamma^\nu\not{P}+4m(P+p)^\nu-2m^2\gamma^\nu .
\end{equation}
Correspondingly $T_{su}=T_1+T_2+T_3$. In the first part the contraction over $\nu$ encloses $\not{P}(\not{Q}+m)$ and yields $4P\cdot Q-2m\not{P}$. Therefore
\begin{align}
T_1&=-2\,{\rm Tr}[(\not{p}'+m)\not{p}(4P\cdot Q-2m\not{P})] \nonumber\\
&=-32(P\cdot Q)(p\cdot p')+16m^2P\cdot p \nonumber\\
&=-32m^2(m^2+a-b)+16m^2(m^2+a) \nonumber\\
&=m^2(-16m^2-16a+32b).
\end{align}
In the second part the free vector $(P+p)^\nu$ meets $\gamma_\nu$ and becomes a slashed vector. The surviving terms have one factor $m$ from one of the two brackets:
\begin{align}
T_2&=4m\,{\rm Tr}[(\not{p}'+m)(\not{Q}+m)(\not{P}+\not{p})] \nonumber\\
&=16m^2(p'+Q)\cdot(P+p) \nonumber\\
&=16m^2[(m^2+a)+(m^2+a-b)+m^2+(m^2-b)] \nonumber\\
&=m^2(64m^2+32a-32b).
\end{align}
The third part contains $\gamma^\nu(\not{Q}+m)\gamma_\nu=4m-2\not{Q}$:
\begin{align}
T_3&=-2m^2\,{\rm Tr}[(\not{p}'+m)(4m-2\not{Q})] \nonumber\\
&=-32m^4+16m^2p'\cdot Q \nonumber\\
&=m^2(-16m^2-16b).
\end{align}
Adding the three, the coefficient of $m^2$ in the bracket is $-16+64-16=32$, that of $a$ is $-16+32=16$, and that of $b$ is $32-32-16=-16$:
\begin{equation}
T_{su}=16m^2(2m^2+a-b).
\label{eq:Tsu}
\end{equation}

\textbf{Q.} And the fourth trace?

\textbf{A.} $T_{us}$ is the same spin sum with the two amplitudes exchanged, so it is the complex conjugate of $T_{su}$. Equation \eqref{eq:Tsu} is real, hence $T_{us}=T_{su}$. Both are proportional to $m^2$, so the interference in this form of the calculation vanishes for a massless electron.

\textbf{Q.} Put them together without skipping the cancellations.

\textbf{A.} Divide each trace by its denominator:
\begin{align}
\frac{T_{ss}}{4a^2}&=8\left[\frac{m^4}{a^2}+\frac{m^2}{a}+\frac ba\right], \\
\frac{T_{uu}}{4b^2}&=8\left[\frac{m^4}{b^2}-\frac{m^2}{b}+\frac ab\right], \\
-\frac{2T_{su}}{4ab}&=8\left[-\frac{2m^4}{ab}-\frac{m^2}{b}+\frac{m^2}{a}\right].
\end{align}
The last line uses $(a-b)/(ab)=1/b-1/a$. The terms in $m^4$ form a complete square. Each of $m^2/a$ and $-m^2/b$ occurs twice. The prefactor is $8e^4/4=2e^4$, so
\begin{equation}
\frac14\sum|\mathcal M|^2=2e^4\left[\frac ba+\frac ab
+2m^2\left(\frac1a-\frac1b\right)
+m^4\left(\frac1a-\frac1b\right)^2\right].
\label{eq:inv}
\end{equation}
This holds in every inertial frame.

\textbf{Q.} At high energy I would drop the terms with $m$. Is it worth keeping them?

\textbf{A.} Each term of \eqref{eq:inv} is invariant, so their relative size can be read off in any frame, most easily in the rest frame of the initial electron. There $a=m\omega$ and $b=m\omega'$, where $\omega$ and $\omega'$ are the photon energies, so $a$ and $b$ contain the mass too. With scattering angle $\theta$, relation \eqref{eq:kk} becomes $\omega\omega'(1-\cos\theta)=m(\omega-\omega')$. Dividing by $m\omega\omega'$,
\begin{equation}
\frac1{\omega'}-\frac1\omega=\frac{1-\cos\theta}{m},
\qquad
\omega'=\frac{\omega}{1+(\omega/m)(1-\cos\theta)} .
\label{eq:compton}
\end{equation}
It follows that $m^2(1/a-1/b)=-(1-\cos\theta)$, which depends on the angle and not on the energy. The two mass terms in \eqref{eq:inv} add up to
\begin{align}
-2(1-\cos\theta)+(1-\cos\theta)^2
&=-(1-\cos\theta)(1+\cos\theta) \nonumber\\
&=-\sin^2\theta .
\end{align}
Compare this with $a/b=\omega/\omega'=1+(\omega/m)(1-\cos\theta)$. Dropping the 1 in this expression shows that the ratio of $\sin^2\theta$ to $a/b$ does not exceed $(1+\cos\theta)m/\omega\le2m/\omega$. For $\omega\gg m$ the mass terms may therefore be dropped at every angle. For $\omega$ of order $m$ or smaller they must be kept, except near $\theta=0$ and $\theta=180^\circ$, where $\sin^2\theta$ vanishes. At $\omega=m$ and $\theta=90^\circ$ they contribute $-1$ against $b/a+a/b=5/2$.

\textbf{Q.} A squared amplitude is not yet a cross section. Where do the flux and the recoil enter?

\textbf{A.} With the normalization used here the flux factor is $4m\omega$, since the target is at rest and the photon moves at unit speed. The cross section is
\begin{equation}
d\sigma=\frac{(2\pi)^4\delta^4(p+k-p'-k')}{4m\omega}
\left[\frac14\sum|\mathcal M|^2\right]
\frac{d^3p'}{(2\pi)^32E'}\frac{d^3k'}{(2\pi)^32\omega'} .
\end{equation}
The momentum delta function removes $d^3p'$. Write $d^3k'=\omega'^2d\omega'd\Omega$. What remains of the phase space, per unit solid angle, is
\begin{equation}
\frac1{16\pi^2}\int d\omega'\,\frac{\omega'}{E'}\,
\delta(m+\omega-\omega'-E'),
\end{equation}
where $E'^2=m^2+\omega^2+\omega'^2-2\omega\omega'\cos\theta$. The recoil energy depends on $\omega'$, so the delta function must be divided by the slope of its argument:
\begin{align}
\frac{d(\omega'+E')}{d\omega'}
&=1+\frac{\omega'-\omega\cos\theta}{E'}
=\frac{E'+\omega'-\omega\cos\theta}{E'} \nonumber\\
&=\frac{m+\omega(1-\cos\theta)}{E'}=\frac{m\omega}{\omega'E'} .
\end{align}
The second line uses energy conservation and then \eqref{eq:compton}. The integral is therefore $\omega'^2/(m\omega)$, and
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac1{64\pi^2m^2}
\left(\frac{\omega'}{\omega}\right)^2\frac14\sum|\mathcal M|^2 .
\end{equation}
With $e^4=16\pi^2\alpha^2$ the constants combine to $2\cdot16\pi^2\alpha^2/(64\pi^2m^2)=\alpha^2/(2m^2)$. Define the classical electron radius $r_e=\alpha/m$. The result is the Klein--Nishina formula,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{r_e^2}{2}
\left(\frac{\omega'}{\omega}\right)^2
\left[\frac{\omega'}{\omega}+\frac{\omega}{\omega'}-\sin^2\theta\right].
\label{eq:KN}
\end{equation}

\textbf{Q.} Does it return to classical scattering for soft photons?

\textbf{A.} Let $r=\omega'/\omega$. Then \eqref{eq:KN} is $r_e^2f(r)/2$ with $f=r+r^3-r^2\sin^2\theta$. For $\omega\ll m$ we have $r\to1$ and $f\to1+\cos^2\theta$, which is the Thomson formula. Its integral over angles is $8\pi r_e^2/3$. For $r<1$ the quantum result is smaller, because
\begin{equation}
f'(r)=1+3r^2-2r\sin^2\theta\ge1-2r+3r^2>0 .
\end{equation}
The cross section thus lies below the Thomson value at every angle except $\theta=0$, where $r=1$ and the lowest-order value is $r_e^2$ at any energy. The reduction comes from the factor $r^2$ in front. The bracket itself grows, since $r+1/r>2$ for $r<1$. In the opposite regime, $\omega(1-\cos\theta)\gg m$, the term $1/r$ dominates the bracket and the cross section approaches $r_e^2m/[2\omega(1-\cos\theta)]$.

\textbf{Q.} Give me one case I can follow by hand.

\textbf{A.} Take a photon whose energy equals the electron rest energy, $511.0$ keV, scattered through $90^\circ$. Equation \eqref{eq:compton} gives $\omega'=\omega/2=255.5$ keV, and the electron recoils with the other $255.5$ keV. In units of $m^2$, $a=1$ and $b=1/2$. In units of $m^4$,
\begin{align}
T_{ss}&=32(1+1+\tfrac12)=80, \nonumber\\
T_{uu}&=32(1-\tfrac12+\tfrac12)=32, \nonumber\\
T_{su}&=T_{us}=16(2+1-\tfrac12)=40 .
\end{align}
The denominators $4a^2$, $4ab$ and $4b^2$ are 4, 2 and 1, so
\begin{equation}
\frac1{e^4}\sum|\mathcal M|^2=20-40+32=12,
\end{equation}
and the average is $3e^4$. The cross section is
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{r_e^2}{2}\cdot\frac14
\left(\frac12+2-1\right)=0.1875\,r_e^2/\mathrm{sr} .
\end{equation}
In ordinary units $r_e=\alpha\hbar/(mc)=2.818$ fm and $r_e^2=79.4$ mb. This gives $14.9$ mb/sr, or $5.32\times10^{-10}\,a_0^2$/sr with $a_0$ the Bohr radius. The Thomson value at the same angle is $r_e^2/2$, or $39.7$ mb/sr.

\textbf{Q.} May I read $20$, $-40$ and $32$ as the strengths of the two diagrams and their interference?

\textbf{A.} No. I also summed the products of amplitudes numerically, with explicit spinors and with polarization vectors that are purely spatial and transverse in the rest frame. The three parts are then $12$, $-12$ and $12$. The total is again $12$, but its division among the diagrams depends on how the polarizations are described.

\textbf{Q.} How does the cross section vary with angle at this energy?

\textbf{A.} Equation \eqref{eq:KN} gives the following values.
\begin{center}
\begin{tabular}{rrr}
$\theta$ & $\omega'$ (keV) & $d\sigma/d\Omega$ (mb/sr) \\
$0^\circ$ & 511.0 & 79.4 \\
$60^\circ$ & 340.7 & 25.0 \\
$90^\circ$ & 255.5 & 14.9 \\
$120^\circ$ & 204.4 & 13.7 \\
$180^\circ$ & 170.3 & 14.7
\end{tabular}
\end{center}
The decrease does not continue to $180^\circ$. Between $120^\circ$ and $180^\circ$ the factor $r^2$ falls from $0.160$ to $0.111$, while the bracket in \eqref{eq:KN} grows from $2.15$ to $3.33$, and the product rises slightly. Numerical quadrature over all angles gives $0.287$ barn, or $1.02\times10^{-8}\,a_0^2$. The Thomson value is $0.665$ barn, so the ratio is $0.431$.

\textbf{Q.} When should I not use the formula?

\textbf{A.} It describes a free electron at rest, with no selection of spin or polarization. In matter it needs energy and momentum transfers large compared with those of the binding. The transfers in the table, $170$ to $341$ keV away from $\theta=0$, meet this for light atoms but not well for the K shell of lead, bound by $88$ keV. Even when the condition holds, $\omega'$ is not sharp. An electron with momentum component $p_q$ along the momentum transfer $\mathbf q=\mathbf k-\mathbf k'$ shifts it, to first order, by $|\mathbf q|\,p_q/[m+\omega(1-\cos\theta)]$. At $511$ keV and $90^\circ$ this is about $2$ keV per atomic unit of $p_q$, so the line has the width of the electron momentum distribution (the Compton profile), and \eqref{eq:compton} gives only its centre. Near $\theta=0$ the transfer goes to zero, so this condition fails there for bound electrons at any photon energy. Terms of the next order carry a further factor $\alpha\approx0.0073$, multiplied by functions of energy and angle that this calculation does not determine. A relative change of $\alpha$ is $0.6$ mb/sr on $79.4$ mb/sr and $0.1$ mb/sr on $14.9$ mb/sr. The three digits quoted for the cross sections in physical units are therefore those of the lowest-order formula, and the third can change at the next order.
